The Inverse-Fourth-Power Tail of a Thomas-Fermi Accumulation Layer

**1. The physical situation**

A positive gate draws electrons to the surface of a semiconductor. In an n-type sample with mobile electrons in the bulk, these electrons screen the remaining field, and the potential far from the surface decays exponentially. An undoped sample at zero temperature has no bulk electrons. The layer must then be screened by its own electrons, whose density vanishes with depth, and there is no bulk screening length to set a decay constant. We ask how the potential falls in that case.

Let the semiconductor fill z > 0, with an insulator and gate at z < 0. The model has one isotropic parabolic conduction band of effective mass m, twofold spin degeneracy and uniform permittivity ε. There are no dopants, holes or traps, and T = 0. The insulator passes no current, so one Fermi level E_F holds throughout the semiconductor. The electrons are treated in the Thomas-Fermi approximation: at each depth they have the density of a uniform gas with the local band edge. Only the mean electrostatic potential acts on them; exchange and correlation are left out.

The charge e is positive and an electron carries −e. The potential φ is zero deep in the bulk, and energies are measured from the bulk conduction-band edge, so that E_c(z) = −eφ(z). The electric field along +z is −φ′, where a prime means d/dz. The gate imposes

F = −φ′(0) > 0, (1)

and the deep bulk is field-free: φ′ → 0 as z → ∞.

**2. Density and Poisson's equation**

In a volume V, one spatial plane-wave state occupies (2π)³/V of k-space. A Fermi sphere of radius k_F, with two spins per state, therefore gives

n = 2 · (4πk_F³/3)/(2π)³ = k_F³/(3π²). (2)

The local kinetic energy at the Fermi level is E_F − E_c. Write it as eu, where u has the dimension of a potential. For u > 0,

ħ²k_F²/(2m) = eu, n = (2meu/ħ²)^(3/2)/(3π²). (3)

For u ≤ 0 there are no electrons. Since E_F is constant, u = φ + E_F/e differs from φ by a constant, and u″ = φ″.

The charge density is −en, so Poisson's equation φ″ = −(−en)/ε becomes

u″ = A u^(3/2) for u > 0, u″ = 0 for u ≤ 0, (4)

A = (e/ε)(2me/ħ²)^(3/2)/(3π²). (5)

The positive sign in (4) means that the potential curve is convex: the negative charge reduces the downward slope as one goes inward.

**3. What the field-free bulk requires**

The position of E_F has not yet been assumed. It follows from the bulk condition.

By (4), u″ ≥ 0, so u′ never decreases. As u′ tends to zero at infinity, u′ ≤ 0 everywhere and u never increases. If u(0) were zero or negative, no electrons would exist at any depth and the slope would remain −F, contrary to the bulk condition. Hence u(0) > 0.

Suppose u first reached zero at a finite depth z₁. Beyond z₁ there would be no charge, so the slope would stay at u′(z₁), which must then vanish. But u = u′ = 0 at z₁ are also the initial data of the solution u ≡ 0. The right side of (4) has a continuous derivative with respect to u, including at u = 0, so the solution with these data is unique. It would make u zero at the surface too, which is a contradiction. Thus u > 0 at every finite depth.

Being positive and non-increasing, u has a limit L ≥ 0. If L were positive, u″ would never be less than AL^(3/2), and u′ would grow without bound. Hence L = 0. The Fermi level lies at the bulk band edge, E_F = 0, and u = φ. The problem is now

φ″ = Aφ^(3/2), φ > 0, φ → 0 and φ′ → 0 as z → ∞. (6)

Within this model, vanishing bulk density is a consequence of an undoped, field-free bulk.

**4. Integration**

Multiply (6) by φ′. The left side is φ″φ′ = (φ′²/2)′. The right side is Aφ^(3/2)φ′ = (2A/5)(φ^(5/2))′. Therefore

φ′²/2 = (2A/5)φ^(5/2) + K. (7)

Both φ and φ′ vanish in the bulk, so K = 0. Since the potential falls inward, the negative square root applies:

φ′ = −(4A/5)^(1/2) φ^(5/4). (8)

To separate this equation, differentiate φ^(−1/4):

(φ^(−1/4))′ = −(1/4)φ^(−5/4)φ′ = (1/4)(4A/5)^(1/2) = (A/20)^(1/2). (9)

The right side is constant, so φ^(−1/4) is linear in depth. Writing its integration constant as a shift z₀,

φ^(−1/4) = (A/20)^(1/2)(z + z₀). (10)

Taking the inverse fourth power gives the result:

φ(z) = C/(z + z₀)⁴, C = (20/A)² = 400/A². (11)

Substitution confirms the coefficient. Two derivatives of (11) give 20C/(z + z₀)⁶, while Aφ^(3/2) = AC^(3/2)/(z + z₀)⁶. These agree because C^(1/2) = 20/A.

The shift follows from the surface field. Let φ_s = φ(0) = C/z₀⁴. From (11), φ′ = −4φ/(z + z₀), so (1) gives

F = 4φ_s/z₀, z₀ = 4φ_s/F. (12)

Setting z = 0 in (7), with K = 0, gives F² = (4A/5)φ_s^(5/2), or

φ_s = [5F²/(4A)]^(2/5). (13)

For a fixed material, φ_s ∝ F^(4/5) and z₀ ∝ F^(−1/5). The coefficient C does not depend on F. A stronger gate field moves the surface to a different starting point on the same universal curve.

**5. Near and far from the surface**

The power law in shifted depth holds at every z ≥ 0 in the model. In ordinary depth the local logarithmic slope is

−d(ln φ)/d(ln z) = 4z/(z + z₀), (14)

which approaches 4 only when z ≫ z₀. For z ≪ z₀, expansion of (11) gives φ ≈ φ_s(1 − 4z/z₀) = φ_s − Fz, the potential of a nearly uniform field.

At a fixed depth z > 0, increasing F makes z₀ smaller and φ approaches C/z⁴ from below. The potential at that depth thus saturates, although φ_s continues to rise: the added electrons near the surface screen the added field.

**6. Where the charge lies**

Integrating φ″ = en/ε from z to infinity gives the number of electrons per area beyond z:

N(z) = −εφ′(z)/e = (ε/e) · 4C/(z + z₀)⁵. (15)

The total is N = εF/e. Dividing by it gives

N(z)/N = [z₀/(z + z₀)]⁵. (16)

Half the charge lies within z_h = (2^(1/5) − 1)z₀. For the mean depth, use n = εφ″/e and integrate by parts:

⟨z⟩ = (1/F)∫₀^∞ zφ″ dz = (1/F){[zφ′]₀^∞ − ∫₀^∞ φ′ dz} = φ_s/F = z₀/4. (17)

The boundary term vanishes because zφ′ falls as z⁻⁴. The density itself, by (3) and (11), falls as (z + z₀)⁻⁶.

**7. An InAs-like layer**

The following parameters are rough typical values for InAs at low temperature: m = 0.023 m_e, relative permittivity 15 and gap 0.42 eV. The surface field is chosen as 0.10 MV/cm = 0.010 V/nm. The light mass gives a large effective Bohr radius, which will be seen to favour the Thomas-Fermi treatment.

With e/ε = 1.2063 V nm and ħ²/(2m) = 1.6565 eV nm², equation (5) gives

A = 1.2063 × (1/1.6565)^(3/2)/(3π²) = 0.01911 V^(−1/2) nm⁻².

From (11), (13) and (12),

C = 400/(0.01911)² = 1.095 × 10⁶ V nm⁴,

φ_s = [5(0.010)²/(4 × 0.01911)]^(2/5) = 0.134 V,

z₀ = 4 × 0.1337/0.010 = 53.5 nm.

The sheet density is N = 0.010/1.2063 nm⁻² = 8.3 × 10¹¹ cm⁻², or 0.133 μC/cm² in magnitude. The mean depth is 13.4 nm and the half-charge depth 8.0 nm. At z = 100 nm the potential is 1.97 mV, and by (16) only (53.5/153.5)⁵ ≈ 0.5% of the electrons lie deeper. Charge contributes to the surface potential in proportion to its depth, as (17) shows. The share from beyond z is therefore (1/φ_s)∫_z^∞ z′φ″dz′ = [φ(z) + z|φ′(z)|]/φ_s, which is about 5% at 100 nm: larger than the share of electrons, but still small.

Equation (14) gives a logarithmic slope of 2.6 at 100 nm and 3.2 at 200 nm. A plot against unshifted depth would therefore not show the exponent 4 in this range.

As a test, (6) was solved numerically with only F imposed at the surface and zero field imposed at 2000 nm. Out to 400 nm the potential agreed with (11) to a relative error of 2 × 10⁻⁶. From (11), φ/|φ′| = (z + z₀)/4, so the slope of this length yields the exponent without presupposing a shift. Between 50 and 400 nm the numerical exponent was 4.0000.

The bulk condition also selects the surface slope. Keep φ_s fixed and make the slope 1% steeper. Then K = F²(1.01² − 1)/2 > 0 in (7), and φ reaches zero at 40.7 nm with a field F(1.01² − 1)^(1/2) = 0.014 MV/cm left over. With a slope 1% shallower, K is negative and φ has a minimum where φ′ = 0:

φ_min = φ_s(1 − 0.99²)^(2/5) = 27.9 mV. (18)

This occurs at 36.1 nm, after which φ rises. Neither solution has a field-free bulk.

**8. A small bulk density changes the far tail**

Let ionized donors of density n_b be balanced in the bulk by an equal electron density. The bulk Fermi energy eφ_b follows from (3) with n = n_b. With φ still zero in the bulk, the local kinetic energy is e(φ + φ_b), and the net charge density is −e(n − n_b). Equation (6) becomes

φ″ = A[(φ + φ_b)^(3/2) − φ_b^(3/2)]. (19)

For φ ≫ φ_b this returns to (6). For φ ≪ φ_b, the first-order expansion is

φ″ ≈ (3A/2)φ_b^(1/2) φ = φ/λ², λ = [(3A/2)φ_b^(1/2)]^(−1/2). (20)

The decaying solution is proportional to exp(−z/λ). As φ_b → 0, λ diverges and the exponential region moves off to infinite depth.

For n_b = 10¹⁵ cm⁻³, φ_b = 1.6 mV and λ = 29.6 nm. A numerical solution of (19) for the example gave the same decay length in the far tail. The undoped curve (11) falls to φ_b at 109 nm. The departure begins earlier: by (19), the potential is already about 10% below the undoped curve at 46 nm and about 40% below it at 106 nm. Within the Thomas-Fermi model, even this low residual density therefore removes the (z + z₀)⁻⁴ tail at greater depth. At this density k_Fλ ≈ 0.9 and the exchange potential is about 0.6 of the Fermi energy, so the pure exponential and the value of λ are only estimates for a real sample.

**9. Quantum limits near the wall and in the tail**

The Thomas-Fermi approximation needs a local wavelength that changes slowly with depth. From (3) and (11),

k_F(z) = L_Q/(z + z₀)², L_Q = (2meC/ħ²)^(1/2) = (20/A)(2me/ħ²)^(1/2). (21)

Inserting (5), with the effective Bohr radius a* = 4πεħ²/(me²),

L_Q = 60π²(ε/e)ħ²/(2me) = 30π²εħ²/(me²) = 7.5πa*. (22)

The slow-variation condition is

|d(1/k_F)/dz| = 2(z + z₀)/L_Q ≪ 1. (23)

It becomes worse with increasing depth, because the wavelength grows as (z + z₀)² while the length over which the potential changes grows only as z + z₀. The phase available to an electron at the Fermi level beyond depth z, moving along the normal, is

∫_z^∞ k_F dz′ = L_Q/(z + z₀). (24)

Here a* = 34.5 nm and L_Q = 813 nm. The left side of (23) is 0.13 at the surface and 0.38 at 100 nm. The remaining phase (24) falls to π at 205 nm. The infinite power-law tail is thus a property of the model's equation; it cannot be carried over to arbitrarily large depth in a quantum layer.

There is a separate error at the surface. An impenetrable wall turns each normal motion into a standing wave, with density factor 2sin²(k_z z) = 1 − cos(2k_z z). To estimate the missing charge, treat the gas near the wall as uniform. At given k_z, the Fermi sphere has cross-section π(k_F² − k_z²). Using ∫₀^∞ cos(2k_z z)dz = (π/2)δ(k_z), the deficit per area is

[2/(2π)³] · πk_F² · π/2 = k_F²/(8π). (25)

Dividing by the density (2) gives an equivalent empty layer of thickness

d = 3π/(8k_F). (26)

If the whole charge distribution is displaced inward by d at fixed F, the band bending rises by Fd. Relative to φ_s = Fz₀/4, this rise is

Fd/φ_s = 3π/(2k_F z₀), (27)

where k_F is the surface value. This is a leading estimate, since the actual density is not uniform near the wall. With k_F z₀ = 15.2, it predicts a rise of 31%.

A self-consistent Schrödinger-Poisson calculation at the same F, with the same mass and a hard wall, gave a band bending of 175 mV instead of 134 mV, a rise of 31%. The mean depth became 17.5 nm, and four subband levels lay below the Fermi level. In a second calculation, F and A were held fixed while k_F z₀ was made four times larger. The rise fell to 7.5% on the 0.5 nm grid, which is coarse for the shorter wavelength, and to about 7.7% at finer resolution, against 7.8% from (27). This supports the displacement estimate and the approach to the Thomas-Fermi limit. The quantum reference is still a mean-field calculation: it omits exchange and correlation, nonparabolicity and penetration into the insulator. It also used a 1 K smoothing of the occupations and a box 500 nm deep. Its 0.09 meV offset between bulk edge and Fermi level depends on both and should not be read as a physical gap.

**10. Temperature, exchange and the real material**

At finite temperature the zero-temperature density fails once eφ is comparable with kT. At 4.2 K, kT = 0.36 meV, and (11) reaches this energy at 181 nm. For a band edge kT below the Fermi level, the thermal density is 2.1 times the zero-temperature value. The profile adjusts to this. At T > 0 an undoped, field-free bulk cannot hold the Fermi level at its band edge, because about 10¹⁴ cm⁻³ electrons would be left uncompensated at 4.2 K. At fixed F the band edge instead rises through the Fermi level near 180 nm and then keeps rising logarithmically, by about 2kT ln 10 = 1.7 meV per decade of depth. The result E_F = 0 of section 3 belongs to T = 0 only. At 300 K, eφ_s/kT = 5.2, and the zero-temperature curve falls to kT at z₀(5.2^(1/4) − 1) ≈ 27 nm. The power-law tail is therefore a low-temperature result for this layer.

Exchange lowers the electron energy. In a uniform gas the magnitude of the exchange potential is e²k_F/(4π²ε), which is 8.7 meV at the surface, or 6.5% of eφ_s. Its ratio to eφ varies as φ^(−1/2) ∝ (z + z₀)². By 100 nm the ratio has risen to 0.065 × (153.5/53.5)² ≈ 0.5. Exchange is thus a modest correction to the surface energy but a large one in the tail.

For InAs the parabolic band is a further approximation. A two-band estimate replaces the kinetic energy E by E(1 + αE) in the relation to k², with α ≈ (1 − m/m_e)²/E_g = 2.3 eV⁻¹. At fixed F, the Thomas-Fermi surface potential then falls from 134 to 120 mV, a reduction of 10%. More states are available at a given energy, so less bending holds the same charge. This correction and the larger quantum one have opposite signs; their combined effect was not calculated.

The chosen sheet density, near 10¹² cm⁻², is a reasonable scale for an InAs accumulation layer. Both the Thomas-Fermi bending and the 175 mV quantum value are below the 420 meV gap when expressed as energies. The conduction edge at the surface therefore stays above the bulk valence edge, and elastic interband tunnelling between them is closed. With an oxide of relative permittivity 9 and no interface charge, continuity of εF gives an oxide field of 0.10 × 15/9 = 0.17 MV/cm. Real oxide interfaces on InAs contain traps. These alter the relation between gate voltage and F, whereas (13) relates F just inside the semiconductor to φ_s.

For these parameters at 4.2 K, the Thomas-Fermi formula gives the scale of the band bending, with the hard-wall correction as the largest error found. Its tail has a narrower range of use: donors, temperature, exchange and the loss of semiclassical motion all become large by roughly 100 to 200 nm, and donors and exchange already alter the potential noticeably at about 50 nm. The remaining computed values are in the numerical output.

Table of computed values

```
band mass = 0.023 m_e
relative permittivity = 15.0
band gap = 0.42 eV
surface field F = 0.10 MV/cm
e/eps = 1.2063 V nm
hbar^2/2m = 1.6565 eV nm^2
A = 0.01911 V^-0.5 nm^-2
C = 1.0953e+06 V nm^4
surface potential phi_s = 133.74 mV
shift z0 = 53.50 nm
sheet density N = 8.290e+11 cm^-2
sheet charge magnitude = 0.1328 uC/cm2
mean depth, formula = 13.374 nm
mean depth, numerical = 13.374 nm
half-charge depth, formula = 7.955 nm
half-charge depth, numerical = 7.955 nm
z=0 nm: phi=133.7400 mV, n=7.748e+17 cm^-3
z=10 nm: phi=67.3847 mV, n=2.771e+17 cm^-3
z=50 nm: phi=9.5467 mV, n=1.478e+16 cm^-3
z=100 nm: phi=1.9731 mV, n=1.388e+15 cm^-3
z=200 nm: phi=0.2653 mV, n=6.844e+13 cm^-3
largest relative profile error to 400 nm = 2.0e-06
fitted exponent = 4.00002
phi_s ratio for doubled F = 1.7411
slope +1%: phi=0 at 40.7 nm
slope +1%: field left = 0.0142 MV/cm
slope -1%: minimum at 36.1 nm
slope -1%: minimum phi = 27.91 mV
residual donor density = 1.0e+15 cm^-3
donor Fermi potential phi_b = 1.585 mV
depth where phi = phi_b: 108.6 nm
screening length, formula = 29.60 nm
screening length, numerical = 29.60 nm
effective Bohr radius = 34.51 nm
surface k_F = 0.2841 nm^-1
total action k_F z0 = 15.20 rad
L_Q = 813.2 nm
depth where remaining action = pi: 205.3 nm
quantum band bending = 174.97 mV
quantum mean depth = 17.50 nm
levels below Fermi level = 4
lowest level from Fermi level = -62.19 meV
bulk edge from Fermi level = 0.087 meV
quantum phi at 100 nm = 2.236 mV
bending/phi_s, quantum example = 1.308
bending/phi_s, action x4 = 1.075
nonparabolicity alpha = 2.273 eV^-1
nonparabolic TF phi_s = 120.14 mV
surface exchange potential size = 8.68 meV
kT at 4.2 K = 0.362 meV
depth where e phi = kT: 181.1 nm
thermal/T=0 density there = 2.095
e phi_s/kT at 300 K = 5.17
e phi_s/gap = 0.318
oxide relative permittivity = 9.0
oxide field = 0.167 MV/cm
```
